# Helicity amplitudes: which quantities two correct codes must share

## What the little group leaves undetermined

A rotation by an angle $\varphi$ about the momentum of a massless particle leaves the momentum and the helicity $h$ unchanged, but multiplies the state by a phase:
$$|p,h\rangle\to e^{-ih\varphi}|p,h\rangle .$$
Momentum and helicity therefore select a ray, not a vector. Nothing physical changes if each leg is given its own phase for each helicity. An amplitude is linear in every incoming state and antilinear in every outgoing one, so it inherits all these phases. A product of amplitudes and complex-conjugated amplitudes is therefore convention-free if each external state occurs in it as often as its conjugate.

The belief that two correct codes must agree on each complex helicity amplitude is therefore false. Here is a case in which they disagree on all eight.

## The counter-example

Consider $e^-(p_1)e^+(p_2)\to\mu^-(p_3)\mu^+(p_4)\gamma(k)$ at tree level with massless leptons. The metric is $(+,-,-,-)$, the lepton charge is $-e$, $e^2=4\pi\alpha$, $s=(p_1+p_2)^2$ and $s'=(p_3+p_4)^2$. Chirality is conserved along each lepton line, so an amplitude $M_{abh}$ has three labels: the chiralities $a,b=L,R$ of the electron and muon lines, and the photon helicity $h=\pm$.

**Spinors.** In the chiral representation let $|p\rangle=(0,\chi)$ and $|p]=(\tilde\chi,0)$, with $\tilde\chi=(\chi_2^*,-\chi_1^*)$ and $\chi\chi^\dagger=E+\mathbf p\cdot\boldsymbol\sigma$. This fixes $\chi$ up to a phase. The conjugate spinors are $\langle p|=\bar u_-$ and $[p|=\bar u_+$. Then:

- $\langle ij\rangle=\tilde\chi_i^\dagger\chi_j=\chi_{i2}\chi_{j1}-\chi_{i1}\chi_{j2}=-\langle ji\rangle$ and $[ij]=\langle ji\rangle^*$.
- The spin sum is $\not p=|p\rangle[p|+|p]\langle p|$, hence $\langle ij\rangle[ji]=|\langle ij\rangle|^2=2p_i\cdot p_j$.
- Since $\sigma_2\bar\sigma^\mu\sigma_2=(\sigma^\mu)^T$, a string with an odd number of gamma matrices can be read backwards: $\langle a|\gamma^\mu\cdots\gamma^\nu|b]=[b|\gamma^\nu\cdots\gamma^\mu|a\rangle$.
- Completeness of the Pauli matrices gives $\langle a|\gamma^\mu|b]\,\gamma_\mu=2\big(|b]\langle a|+|a\rangle[b|\big)$.

For an outgoing photon of positive helicity take
$$\epsilon_+^{*\mu}=\frac{\langle r|\gamma^\mu|k]}{\sqrt2\langle rk\rangle},\qquad \not\epsilon_+^{*}=\frac{\sqrt2}{\langle rk\rangle}\big(|k]\langle r|+|r\rangle[k|\big).$$
Replacing the reference spinor $r$ by $r'$ changes this by a multiple of $k^\mu$: the combination $\langle r|\langle r'k\rangle-\langle r'|\langle rk\rangle$ annihilates $|k\rangle$, so it is proportional to $\langle k|$, and $\langle k|\gamma^\mu|k]=2k^\mu$.

**Diagrams.** Three vertices $ie\gamma^\mu$, one lepton propagator and one photon propagator give $iM=(ie)^3(i)(-i)(I+F)$, so $M=-e^3(I+F)$. For $a=b=L$,
$$I=\frac1{s'}\langle2|\left[\frac{\gamma^\mu(\not p_1-\not k)\not\epsilon^*}{-2p_1\cdot k}+\frac{\not\epsilon^*(\not k-\not p_2)\gamma^\mu}{-2p_2\cdot k}\right]|1]\;\langle3|\gamma_\mu|4],$$
$$F=\frac1{s}\langle3|\left[\frac{\not\epsilon^*(\not p_3+\not k)\gamma_\mu}{2p_3\cdot k}-\frac{\gamma_\mu(\not p_4+\not k)\not\epsilon^*}{2p_4\cdot k}\right]|4]\;\langle2|\gamma^\mu|1].$$
Put $\epsilon^*\to k$ in $I$. From $\not p_1\not k|1]=2p_1\cdot k\,|1]$ the first term becomes $-\gamma^\mu$, and likewise the second becomes $+\gamma^\mu$. They cancel, and the same happens in $F$. Each part is gauge invariant, so each may have its own $r$.

In $I$ choose $r=p_2$. Then $\langle2|\not\epsilon^*=0$ removes the second term, and $\not\epsilon^*|1]=\sqrt2\,|2\rangle[k1]/\langle2k\rangle$. Contracting the Lorentz index gives $2\langle23\rangle[4|(\not p_1-\not k)|2\rangle$. Momentum conservation, $p_1-k=p_3+p_4-p_2$, turns the last factor into $[43]\langle32\rangle$. With $2p_1\cdot k=\langle1k\rangle[k1]$ and $s'=\langle34\rangle[43]$,
$$I=\frac{2\sqrt2\,\langle23\rangle[43]\langle32\rangle[k1]}{-\langle2k\rangle\langle1k\rangle[k1]\langle34\rangle[43]}=\frac{2\sqrt2\,\langle23\rangle^2}{\langle1k\rangle\langle2k\rangle\langle34\rangle}.$$
In $F$ choose $r=p_3$, which removes the first term. Using $p_4+k=p_1+p_2-p_3$ and $s=\langle12\rangle[21]$,
$$F=-\frac{2\sqrt2\,\langle32\rangle[12]\langle23\rangle[k4]}{\langle3k\rangle\langle4k\rangle[k4]\langle12\rangle[21]}=-\frac{2\sqrt2\,\langle23\rangle^2}{\langle3k\rangle\langle4k\rangle\langle12\rangle}.$$
The sum is
$$M_{LL+}=-e^3\,\frac{2\sqrt2\,\langle23\rangle^2}{\langle12\rangle\langle34\rangle}\,S,\qquad S=\frac{\langle12\rangle}{\langle1k\rangle\langle2k\rangle}-\frac{\langle34\rangle}{\langle3k\rangle\langle4k\rangle}.$$

For $a=R$, read the electron string backwards. This exchanges spinors 1 and 2, with an extra minus sign in $I$, because the two propagator momenta $p_1-k$ and $k-p_2$ trade places with opposite sign. Both $I$ and $F$ then become $-1$ times the earlier expression with $\langle23\rangle^2\to\langle13\rangle^2$. The muon line works in the same way. Thus $\langle23\rangle^2$ is replaced by
$$RL:\,-\langle13\rangle^2,\qquad LR:\,-\langle24\rangle^2,\qquad RR:\,+\langle14\rangle^2 .$$
For $h=-$, with $\epsilon_-^*=(\epsilon_+^*)^*$, interchange angle and square brackets throughout. The signs from $[ij]=-\langle ij\rangle^*$ in $S$ and from the normalization of $\epsilon_-^*$ cancel. In this phase convention, flipping all three labels therefore gives the complex conjugate amplitude.

**Numbers.** Take $\sqrt s=10$ GeV and energies of 4, 3.5 and 2.5 GeV for $\mu^-$, $\mu^+$ and $\gamma$; the momenta are in the numerical output. Code A evaluates $I+F$ with Dirac matrices, spinors $\chi\propto(\cos\frac\theta2,e^{i\phi}\sin\frac\theta2)$ and transverse polarization vectors $\epsilon_h=-(h\,\hat\theta+i\,\hat\phi)/\sqrt2$, with $\hat\theta,\hat\phi$ the polar unit vectors at the photon direction. Code B uses the bracket formula with $\chi\propto(E+\mathbf p\cdot\boldsymbol\sigma)(1,i)^T$.

| | modulus (GeV$^{-1}$) | phase A | phase B |
|---|---|---|---|
| $LL+$ | 0.01840 | 75.81° | −139.04° |
| $RR+$ | 0.00753 | −170.45° | 122.50° |
| $RL+$ | 0.04124 | 85.08° | 50.24° |
| $LR+$ | 0.04465 | −104.20° | 8.75° |

The moduli agree and the phases do not; the same holds for the four amplitudes with $h=-$. Neither code is wrong. If both also export their spinors and polarization vectors, the overlaps of these states supply the missing phases. After this conversion all eight complex amplitudes agree: the largest difference, divided by the modulus of the amplitude concerned, is about $2\times10^{-15}$.

## A product that must agree

In the product
$$P=M_{LL+}M_{RR+}M_{RL+}^*M_{LR+}^*$$
each electron label, each muon label and the photon state occur as often plain as conjugated. The phases add up to

- A: $75.81-170.45-85.08+104.20=-75.52$ degrees,
- B: $-139.04+122.50-50.24-8.75=-75.53$ degrees,

equal within the rounding of the table.

Its value can be written without spinors. The bracket formula gives
$$P=\frac{64\,e^{12}|S|^4}{(ss')^2}\,T^2,\qquad T=\langle23\rangle[31]\langle14\rangle[42].$$

*The modulus of $S$.* Define the emission current
$$J=\frac{p_1}{p_1\cdot k}-\frac{p_2}{p_2\cdot k}-\frac{p_3}{p_3\cdot k}+\frac{p_4}{p_4\cdot k}.$$
From the definition of $\epsilon_+^*$, $\epsilon_+^*\cdot p_i/p_i\cdot k=-\sqrt2\langle ri\rangle/(\langle rk\rangle\langle ik\rangle)$. With $r=p_2$ for the electron pair and $r=p_4$ for the muon pair, $\epsilon_+^*\cdot J=\sqrt2\,S$. Since $J\cdot k=0$, the sum of $|\epsilon_h^*\cdot J|^2$ over helicities is $-J^2$. Both helicities contribute equally because $J$ is real, so $|S|^2=-J^2/4$.

*The phase.* Let $\hat z$ be the electron direction in the centre-of-mass frame and $E=\sqrt s/2$. With $\chi\chi^\dagger=E+\mathbf p\cdot\boldsymbol\sigma$ and $\tilde\chi\tilde\chi^\dagger=E-\mathbf p\cdot\boldsymbol\sigma$,
$$T=\mathrm{tr}\big[E(1+\sigma_z)(E_3+\mathbf p_3\cdot\boldsymbol\sigma)E(1-\sigma_z)(E_4+\mathbf p_4\cdot\boldsymbol\sigma)\big].$$
The factors $1\pm\sigma_z$ are twice projectors and pick one off-diagonal element from each muon matrix:
$$T=4E^2(p_{3x}-ip_{3y})(p_{4x}+ip_{4y})=s\,p_{3\perp}p_{4\perp}\,e^{i(\phi_4-\phi_3)} .$$
Therefore
$$P=\frac{4e^{12}(J^2)^2\,p_{3\perp}^2p_{4\perp}^2}{s'^2}\;e^{2i(\phi_4-\phi_3)} .$$
The invariant phase is twice the angle between the muons' azimuths around the beam. Here $T=(-718.6+556.7i)$ GeV$^4$, so $\phi_4-\phi_3=142.2^\circ$, and twice this is $284.5^\circ$, or $-75.5^\circ$. With $J^2=-1.802$ GeV$^{-2}$ and $s'=50$ GeV$^2$, the modulus is $2.55\times10^{-7}$ GeV$^{-4}$, as in both codes.

If the beam lies in the final-state plane, the azimuths differ by $0$ or $180^\circ$ and $P$ is real and positive, unless a muon moves along the beam, where $P=0$. At a fixed muon direction away from the beam, the phase also tends to zero for a soft photon, since the muons become back to back. This requires the photon's transverse momentum to be small against $p_{3\perp}$; for muons close to the beam the phase can stay large even when the photon energy is far below $\sqrt s$.

## The general statement

Fix the momenta. Let amplitudes $M_H$ carry $k$ two-valued labels, $H=(h_1,\dots,h_k)$, and let the free phases act as
$$M_H\to e^{i[\alpha_1(h_1)+\dots+\alpha_k(h_k)]}M_H .$$
In the example $k=3$, and the electron and positron phases enter through one combination for each chirality. A common factor such as $i$ or $-1$ can be absorbed in $\alpha_1$. A *face product* flips two labels $i,j$ and holds the others fixed:
$$M_H\,M_{H+i+j}\,M_{H+i}^*\,M_{H+j}^* .$$

**Theorem.** If all $2^k$ amplitudes are nonzero, two sets $M$ and $M'$ differ by a rephasing if and only if all their moduli and all their face products agree.

*Proof.* A rephasing leaves the moduli unchanged. In a face product the phase of a label held fixed enters twice with a plus sign and twice with a minus sign. For the flipped label $i$, $\alpha_i(h_i)$ enters with a plus sign from $M_H$ and a minus sign from $M_{H+j}^*$, and the phase of the flipped value enters with a plus sign from $M_{H+i+j}$ and a minus sign from $M_{H+i}^*$; the same holds for $j$. All phases cancel, so the condition is necessary. Conversely, let the moduli and face products agree, and let $\delta_H=\arg(M'_H/M_H)$. Choose a reference $H_0$. One phase sets $\delta_{H_0}=0$; then, for each $i$, the phase of the flipped value of label $i$ sets $\delta=0$ on the single flip $H_0+i$. Now take $H$ with $m\ge2$ flips and suppose $\delta=0$ for all amplitudes with fewer. Choose two flipped labels $i,j$. The face containing $H$ has three other corners, with $m-1$, $m-1$ and $m-2$ flips, where $\delta=0$. Equality of the face products gives $\delta_H=0$ modulo $2\pi$. Induction completes the proof. ∎

Hence, when no amplitude vanishes, every convention-free function of the full amplitudes depends on the moduli and face phases alone. The proof uses one face for each $H$ with at least two flips, which makes $2^k-k-1$ faces. Their phases are independent, because each face introduces one amplitude absent from those before it. For $k=3$ there are four. In this tree-level process all six faces equal $P$ or $P^*$, as the output shows; that is a property of these amplitudes, not of the theorem.

If some amplitudes vanish, faces containing them carry no phase information. Products other than faces may still carry some: a product is invariant whenever, for every leg and helicity, the number of factors $M$ equals the number of factors $M^*$ containing that state.

The statement assumes a common spin axis. For a massive particle a different axis mixes the spin components, and even the moduli may then differ.

## What the invariants detect

**A reflected event.** The moduli depend only on scalar products, through $|\langle ij\rangle|^2$ and $J^2$. A code that reverses the sign of every $p_y$ therefore reproduces all eight moduli, but it reverses $\phi_4-\phi_3$: the phase of $P$ becomes $+75.5^\circ$. Agreement of moduli is not sufficient.

**Parts of one amplitude.** $I$ and $F$ are separately gauge invariant and share the same external states, so their ratio is also comparable. For $h=+$,
$$\frac FI=-\frac{\langle34\rangle\langle1k\rangle\langle2k\rangle}{\langle12\rangle\langle3k\rangle\langle4k\rangle},$$
with modulus 0.667 and phase $-44.1^\circ$. Relative to $|I|^2$, the interference term is $2(0.667)\cos44.1^\circ=0.96$.

**Linear polarization.** Convention-dependent relative phases still enter measurable rates, together with the coefficients of the measured state. For a real transverse unit vector $n$, write $n=\sum_hc_h\epsilon_h^*$ up to a multiple of $k$, with $c_h=-n\cdot\epsilon_h$. Then $M(n)=\sum_hc_hM_h$. For $LL$ and $n$ normal to the final-state plane, either code used consistently gives $|M(n)|^2=5.99\times10^{-5}$ GeV$^{-2}$. Coefficients from A with amplitudes from B give $2.41\times10^{-4}$ GeV$^{-2}$, too large by a factor of 4.03. The mixture rotates the interference term $c_+c_-^*M_+M_-^*$ by the difference of the two photon phase shifts, here $-101.9^\circ$.

The mixture can also pass unnoticed. In a second event, with the photon perpendicular to the beam, the two shifts coincide for these codes and the mixed rate is correct. One agreeing rate does not show that the conventions match.

## Numbers as computed

```
centre-of-mass energy = 10.0 GeV; charge e = 0.302822
energy fractions mu-, mu+, photon = 0.8, 0.7, 0.5
rotations about z, y, z in turn = (60, 50, 25) degrees
momenta (E, px, py, pz) in GeV:
  e-       5.00000   0.00000   0.00000   5.00000
  e+       5.00000   0.00000   0.00000  -5.00000
  mu-      4.00000  -0.29887   3.68285  -1.53209
  mu+      3.50000  -1.34433  -2.06020   2.48964
  photon   2.50000   1.64320  -1.62265  -0.95756
amplitude: modulus [1/GeV], phase A, phase B, B minus A [degrees]
  LL+ 1.839702e-02    75.805  -139.040   145.156
  LL- 7.531688e-03    -9.554  -122.499  -112.946
  LR+ 4.464976e-02  -104.195     8.750   112.946
  LR- 4.123891e-02    94.917   -50.239  -145.156
  RL+ 4.123891e-02    85.083    50.239   -34.844
  RL- 4.464976e-02   -75.805    -8.750    67.054
  RR+ 7.531688e-03  -170.446   122.499   -67.054
  RR- 1.839702e-02   104.195   139.040    34.844
largest relative error after phase conversion = 1.8e-15
phase of M(LL+) M(LL-)^*: A 85.358, B -16.540 degrees
leg-phase rank = 4; independent invariant phases = 4
s = 100.000 GeV^2; s' = 50.000 GeV^2
J.J = -1.801568 GeV^-2
T = -718.5643 + i (556.6704) GeV^4
phase of T = 142.235 degrees
P from momenta: modulus 2.551328e-07 GeV^-4, phase -75.530 degrees
face: modulus A, modulus B [GeV^-4], phase A, phase B [degrees]
  e-mu, photon +         2.551328e-07 2.551328e-07   -75.530   -75.530
  e-mu, photon -         2.551328e-07 2.551328e-07    75.530    75.530
  e-photon, muon L       2.551328e-07 2.551328e-07   -75.530   -75.530
  e-photon, muon R       2.551328e-07 2.551328e-07    75.530    75.530
  mu-photon, electron L  2.551328e-07 2.551328e-07   -75.530   -75.530
  mu-photon, electron R  2.551328e-07 2.551328e-07    75.530    75.530
final/initial emission, photon +: modulus 0.666651, phase -44.095 degrees
mirrored event: phase of P = 75.530 degrees
linear polarization normal to final-state plane, LL, |M|^2 [GeV^-2]:
  direct 5.990516e-05; code A 5.990516e-05; code B 5.990516e-05
  coefficients A with amplitudes B (wrong) 2.412093e-04
  wrong/right = 4.0265
  photon phase shift A to B, helicity + minus helicity - = -101.898 degrees
photon perpendicular to beam, rotations (30, 50, 25) degrees:
  mixed/right = 1.0000
```
